# Fermi-Level Enhancement of Interstitial-Metal Solubility in p-Type Gettering Layers

A semiconductor wafer has a heavily p-type layer L joined to a lightly doped region B. A metal M dissolves in both on interstitial sites and can be neutral, M⁰, or singly positive, M⁺. The task is to find how equilibrium divides the metal between L and B, and how much this cleans the region.

The algebra uses atomic units, so the elementary charge is 1 and $kT$ is an energy. The metal is dilute: it fills few sites and adds negligible charge to the carriers. Dopants are immobile and fully ionised, and carriers are non-degenerate. Metal–acceptor pairs are left out until part (g).

## (a) Neutral atoms

**Find the concentration $C_0$ of neutral metal at chemical potential $\mu$, and compare its values in L and B.**

**Solution.** Let a volume contain $m$ interstitial sites and $n$ neutral atoms. Each atom costs a free energy $G_0$, which includes its vibrations and internal degeneracy. The sites can be filled in $m!/[n!(m-n)!]$ ways, so

$$F=nG_0-kT\ln\frac{m!}{n!(m-n)!}.$$

With Stirling's formula, $d(\ln n!)/dn\approx\ln n$ and $d\ln(m-n)!/dn\approx-\ln(m-n)$. Therefore

$$\mu=\frac{dF}{dn}=G_0+kT\ln\frac{n}{m-n}\approx G_0+kT\ln\frac{C_0}{N_i},$$

where $N_i$ is the site density and the last step uses $n\ll m$. Solving for the concentration,

$$C_0=N_i\,e^{(\mu-G_0)/kT}.$$

In equilibrium no free energy is gained by moving a neutral atom from B to L, so $\mu$ is the same in both. A neutral atom does no work against the electrostatic potential. If doping does not otherwise change $G_0$, then $C_0$ is equal on the two sides.

That condition concerns strain and chemistry. If $G_0$ differed by $\Delta=G_{0,L}-G_{0,B}$, every layer concentration would carry an extra factor $e^{-\Delta/kT}$. We take $\Delta=0$.

## (b) Charged atoms

**Find $C_+/C_0$ in terms of the local hole density $p$.**

**Solution.** The reaction M⁰ ⇌ M⁺ + e⁻ is in equilibrium when $\mu=\mu_++E_F$, because the Fermi level $E_F$ is the chemical potential of the electrons. The counting of part (a) applies to the ions as well:

$$\mu_+=G_++kT\ln\frac{C_+}{N_i}.$$

Here $G_+$ includes the ion's energy in the local electrostatic potential. Subtracting the two chemical potentials gives

$$kT\ln\frac{C_+}{C_0}=(\mu_+-\mu)+(G_0-G_+)=E_D-E_F,\qquad E_D=G_0-G_+.$$

The donor level $E_D$ moves with the local band edges. Write $E_D=E_v+\varepsilon$, where $E_v$ is the local valence edge and $\varepsilon$ is taken to be the same in L and B. Then

$$\frac{C_+}{C_0}=e^{[\varepsilon-(E_F-E_v)]/kT}.$$

Because $G_0$ and $G_+$ are free energies, $\varepsilon$ contains the term $kT\ln(g_+/g_0)$ from the numbers of internal states of the ion and the neutral atom.

Now express the Fermi level through the holes. For a parabolic band of density-of-states mass $m_h$, the density of states at depth $E$ below the edge is $\sqrt2\,m_h^{3/2}\sqrt E/\pi^2$, spin included. With Boltzmann occupation,

$$p=\frac{\sqrt2\,m_h^{3/2}}{\pi^2}\,e^{-(E_F-E_v)/kT}\int_0^\infty\sqrt E\,e^{-E/kT}dE.$$

The integral is $\tfrac12\sqrt\pi\,(kT)^{3/2}$, so

$$p=N_v\,e^{-(E_F-E_v)/kT},\qquad N_v=2\left(\frac{m_hkT}{2\pi}\right)^{3/2}.$$

Replacing $e^{-(E_F-E_v)/kT}$ by $p/N_v$ in the ion ratio,

$$\frac{C_+}{C_0}=\frac{p}{p_1},\qquad p_1=N_v\,e^{-\varepsilon/kT}.$$

The density $p_1$ is the hole density at which the Fermi level lies at the donor level and the two charge states are equally common. The ratio grows linearly with $p$, as the mass-action law for M⁰ + h⁺ ⇌ M⁺ requires.

## (c) Holes at the process temperature

**Find $p$ for a net acceptor density $N$, and say when the doping of B matters.**

**Solution.** Neutrality requires $p-n=N$, and non-degenerate carriers obey $np=n_i^2$, where $n_i$ is the intrinsic density at the process temperature. Substituting $n=n_i^2/p$ and multiplying by $p$,

$$p^2-Np-n_i^2=0,\qquad p=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.$$

The positive root is needed because $p>0$. A net donor density is entered as negative $N$.

For $N\gg n_i$, $p\approx N$. For $|N|\ll n_i$, $p\approx n_i+N/2$: the material is nearly intrinsic and its doping hardly matters. A region that is clearly p-type at room temperature can be in this second regime during gettering.

## (d) The enhancement

**Find the ratio $k=C_L/C_B$ of total metal concentrations, relate it to solubility, and examine its limits.**

**Solution.** The total concentration is $C=C_0+C_+=C_0(1+p/p_1)$. Since $C_0$ is common to both sides, it cancels:

$$k=\frac{1+p_L/p_1}{1+p_B/p_1}=\frac{p_1+p_L}{p_1+p_B}.$$

A solubility is the concentration in equilibrium with a precipitate of fixed composition. If one such phase fixes $\mu$ for both sides, it fixes $C_0$, and the ratio of solubilities is the same $k$. Below saturation, the same $k$ describes how dissolved metal is shared. The Fermi level leaves the neutral solubility unchanged and raises the charged part.

To bound the result, subtract 1, and then subtract $k$ from $p_L/p_B$:

$$k-1=\frac{p_L-p_B}{p_1+p_B},\qquad \frac{p_L}{p_B}-k=\frac{p_1(p_L-p_B)}{p_B(p_1+p_B)}.$$

Both are positive when $p_L>p_B$, so $1<k<p_L/p_B$. The limits are:

- For a low donor level, $p_1\gg p_L$, the metal is mostly neutral on both sides and $k\to1$.
- For a high donor level, $p_1\ll p_B$, it is mostly charged on both sides and $k\to p_L/p_B$.
- Between them, $p_B\ll p_1\ll p_L$, it is neutral in the region and charged in the layer, and $k\approx p_L/p_1$.
- When the temperature is so high that $n_i\gg N_L$, both sides are intrinsic and $k\to1$.

## (e) The electric field at the junction

**Show that drift and diffusion lead to the same $k$, even if M⁰ and M⁺ have different diffusivities.**

**Solution.** Let $\phi(x)$ be the electrostatic potential. The electron energy $E_v$ shifts by $-\phi$ while $E_F$ stays constant, so $p\propto e^{-\phi/kT}$ and

$$\phi_B-\phi_L=kT\ln\frac{p_L}{p_B}.$$

The layer is at the lower potential, which favours positive ions there. The fluxes are

$$J_0=-D_0C_0',\qquad J_+=-D_+\left(C_+'+\frac{C_+\phi'}{kT}\right),$$

where the drift term follows from the Einstein relation. Assume that ionisation is fast, so $C_+=C_0p/p_1$ at each point. Since $p'=-p\phi'/kT$,

$$C_+'=\frac{p}{p_1}C_0'-\frac{C_+\phi'}{kT}.$$

The drift term cancels the last term, leaving

$$J_0+J_+=-\left(D_0+D_+\frac p{p_1}\right)C_0'.$$

In a steady state with closed surfaces the total flux vanishes. The bracket is positive, so $C_0'=0$ throughout the junction, and $k$ follows as in part (d). The diffusivities affect how fast equilibrium is reached, but not its final ratio.

## (f) How clean does the region become?

**A closed wafer has thicknesses $d_B$ and $d_L$ and starts with uniform metal concentration $C_s$. Find the final $C_B$. Then find its approach to equilibrium when B is thin, L is thick, and both charge states have diffusivity $D$.**

**Solution.** Neglect the narrow space-charge layer. Conservation per unit area gives

$$C_s(d_B+d_L)=C_Bd_B+kC_Bd_L,$$

$$\frac{C_B}{C_s}=\frac{d_B+d_L}{d_B+kd_L}.$$

For $d_L\gg d_B$ this tends to $1/k$. For $kd_L\ll d_B$ it tends to 1: a strong preference for the layer achieves little if the layer is too thin.

For the time course, the junction holds $C_L=kC_B$ at its two edges. Far inside the layer the concentration is still $C_s$, which would be in balance with $C_s/k$ in the region. The region therefore starts with an excess per unit area

$$Q=C_sd_B\left(1-\frac1k\right).$$

Once $\sqrt{Dt}\gg d_B$, the region is nearly uniform and most of $Q$ has entered the layer. While $\sqrt{Dt}\ll d_L$, the layer acts as a half-space. An amount $Q$ released at its closed surface spreads as half of a Gaussian, with surface concentration $Q/\sqrt{\pi Dt}$. The corresponding excess in B is smaller by $k$:

$$\frac{C_B}{C_s}\approx\frac1k+\frac{d_B(1-1/k)}{k\sqrt{\pi Dt}}.$$

## (g) Pairing with acceptors

**Positive ions are attracted to negative acceptors. Include nearest-neighbour pairs of binding energy $E_b$ in a diamond lattice.**

**Solution.** A substitutional acceptor has four nearest tetrahedral interstitial sites, one opposite each of its bonds. If acceptors are sparse, there are $4N_A$ such sites per volume among $N_i$ sites in all. Each carries an extra Boltzmann factor $e^{E_b/kT}$ for an ion. If few acceptors are occupied by metal,

$$R=\frac{C_{\rm pair}}{C_+}=\frac{4N_A}{N_i}\,e^{E_b/kT}.$$

The total is now $C_0+C_++C_{\rm pair}=C_0[1+(p/p_1)(1+R)]$, so

$$k_{\rm pair}=\frac{1+(p_L/p_1)(1+R_L)}{1+(p_B/p_1)(1+R_B)}.$$

The two effects multiply in the charged term: the Fermi level makes more ions, and the acceptors bind some of them. Pairing is an additional mechanism and is not part of the pure Fermi-level factor $k$.

## (h) Iron in a silicon p/p+ wafer

**Evaluate the results at 900 K for a 10 µm region with $10^{15}$ cm⁻³ acceptors on a 700 µm substrate with $10^{19}$ cm⁻³ acceptors. Judge the neglected effects.**

**Solution.** Rough typical inputs are a donor level of 0.38 eV, a gap of 0.923 eV at this temperature, and a density-of-states mass of 1.1 for both bands. With $kT=0.0776$ eV they give $N_v=1.50\times10^{20}$, $n_i=3.92\times10^{17}$ and $p_1=1.12\times10^{18}$ cm⁻³.

The layer has $p_L=1.002\times10^{19}$ cm⁻³, close to its doping. The region has $p_B=3.928\times10^{17}$ cm⁻³, almost the intrinsic value. The Fermi levels lie 0.21 eV and 0.461 eV above the local valence edges, on opposite sides of the donor level. Thus

$$\frac{p_L}{p_1}=8.94,\qquad\frac{p_B}{p_1}=0.351,\qquad k=\frac{9.94}{1.351}=7.36.$$

The upper limit $p_L/p_B$ is 25.5. It is not approached, because most iron in the region is neutral. Replacing the region's acceptors by $10^{15}$ cm⁻³ donors changes $k$ only from 7.358 to 7.363, as expected for nearly intrinsic material.

A numerical solution of Poisson's equation across this junction gives a potential step of 0.251 V. Setting the total metal flux to zero in that potential gives $k=7.359$ for $D_0/D_+=0.1$ and 7.358 for $D_0/D_+=10$, in agreement with part (e); the difference in the last digit is mesh error. The screening lengths are 2.24 nm in the layer and 7.99 nm in the region, so neglecting the space-charge layer beside 10 µm is justified.

**Cleaning.** At equilibrium the region retains

$$\frac{C_B}{C_s}=\frac{710}{10+7.358\times700}=0.138.$$

With a rough diffusivity of $1.77\times10^{-7}$ cm²/s, $\sqrt{\pi Dt}=183$ µm after 600 s. The time law gives $0.1359+0.0064=0.1423$, and a numerical solution of the diffusion equation also gives 0.1423. After 10 s the numerical value is already about 0.21. By contrast, a 1 µm layer on a 180 µm region, with the same $k$, leaves 0.966 of the initial concentration. Strong cleaning therefore needs $kd_L\gg d_B$ as well as a large $k$.

**Temperature.** With the donor level and doping held fixed, $k$ is 47 at 700 K, 7.4 at 900 K, 2.3 at 1100 K and 1.4 at 1300 K. Over this range, heating raises $p_1$ faster than $p_L$, so the charged share in the layer falls. In the region $p_B\approx n_i$ rises faster than $p_1$, so the charged share there grows. Both changes lower $k$. Outside the range one of them reverses. At 500 K the region is extrinsic and its charged share falls on heating. At 1500 K the layer approaches intrinsic behaviour and its charged share rises. Cooling therefore favours the layer, but diffusion also slows. The ratio reached in a real cooling cycle depends on where diffusion effectively stops. Reheating lowers $k$ and can return metal to the region.

**Pairing.** For $N_i=5\times10^{22}$ cm⁻³ and a rough iron–boron binding energy of 0.60 eV, the layer has $R_L=1.83$. In the region $R_B$ is smaller by $10^4$. Hence

$$k_{\rm pair}\approx\frac{1+8.94\times2.83}{1.351}=19.5.$$

At 900 K pairing thus raises the total ratio by a factor of about 2.6. This depends strongly on the pairing constant. Binding energies of 0.55 and 0.65 eV give $k_{\rm pair}\approx14$ and 30. A form often quoted for iron–boron, $R=N_A\times10^{-23}\,{\rm cm^3}\times e^{0.65\,{\rm eV}/kT}$, agrees with the one used here to about 15% at 300 K but gives $R_L=0.44$ and $k_{\rm pair}\approx10$ at 900 K. Farther sites are also left out. The six second-nearest lie at 0.272 nm, against 0.235 nm for the nearest four, and a rough screened-Coulomb estimate for all outer shells adds about 0.4 to $R_L$. At 700 K the model gives about 800 instead of 47, a number very sensitive to the binding energy. If pairs are immobile, they also slow diffusion in the layer, so the time law above applies to the case without pairs.

**Other neglected effects.** Each value below changes one assumption at 900 K and leaves pairing out; the reference is $k=7.36$.

- Fermi–Dirac carriers give 7.5, a change of about 2%.
- The hole density-of-states mass enters through $N_v$ and is itself uncertain at this temperature. Values of 0.81 and 1.3 instead of 1.1 give 10.5 and 6.1.
- Treating the acceptors as isolated levels, 0.045 eV deep with a weight of 4, gives 5.6. This counts only the acceptor ground state and is a rough guide, because at $10^{19}$ cm⁻³ boron states in silicon have largely merged with the valence band.
- If 0.38 eV is the donor level at absolute zero, where the gap is 1.17 eV, and the level shrinks in proportion to the gap, it lies at $0.38\times0.923/1.17=0.30$ eV at 900 K and $k=3.7$.
- If 0.38 eV is a bare energy without the internal-state term, that term must be added. Spin 1 without orbital degeneracy gives 3 neutral states; spin 3/2 with threefold orbital degeneracy gives 12 charged states. The weight ratio of 4 gives $k=15.3$.
- In linear screening, which is only a rough guide here because a sphere of radius $\lambda$ holds about half a hole, the screening cloud of the layer produces a potential $-1/(\epsilon\lambda)$ at an ion, where $\epsilon=11.7$ is the relative permittivity and $\lambda$ the screening length. The energy is half of this in magnitude, $1/(2\epsilon\lambda)=0.0275$ eV. Lowering or raising the layer's donor level by this amount gives 5.4 or 10.2. These two values only show the size of the energy. For classical point charges a hole is stabilised by the same amount as the ion, so the shifts cancel in M⁰ + h⁺ ⇌ M⁺. What remains is a slightly larger $n_i$, which gives about 7.2. The cancellation need not be exact, because the hole's thermal wavelength, 2.4 nm, is comparable to $\lambda$.
- An iron density of $10^{13}$ cm⁻³ in the layer changes $k$ by less than one part in $10^6$ through its charge.

**The real case.** A main uncertainty is the donor level: its value near room temperature need not hold at 900 K, and the cases above move $k$ between about 4 and 15. A difference in neutral free energy is also possible; 0.05 eV would change $k$ by a factor $e^{0.05/0.0776}=1.9$. Real boron-doped substrates certainly allow pairing, which here raises 7.4 to about 20, or to about 10 with the alternative pairing constant, if screening by the holes does not weaken the binding. The model also assumes that all the iron is dissolved. The solubility in lightly doped silicon at 900 K is only of order $10^{10}$ cm⁻³, so a more heavily contaminated wafer can be supersaturated. Precipitation at defects is then a further sink, which the model omits. For the inputs used, the calculation gives a preference for the p+ substrate at 900 K of about 7 without pairing and 20 with it. The uncertainties above can act together and change either value several times over. It does not predict the residual iron in a particular wafer. The full set of values is in the numerical output below.

## Numbers as computed

```
Temperature: 900 K
Thermal energy kT: 0.0776 eV
Donor level above valence edge: 0.38 eV
Band gap at temperature: 0.923 eV
Density-of-states mass, both bands: 1.1 electron masses
Relative permittivity: 11.7
Layer acceptors: 1e+19 cm^-3
Region acceptors: 1e+15 cm^-3
Band density Nv: 1.5e+20 cm^-3
Intrinsic density: 3.92e+17 cm^-3
Reference hole density p1: 1.12e+18 cm^-3
Layer holes: 1.002e+19 cm^-3
Region holes: 3.928e+17 cm^-3
Layer Fermi level above Ev: 0.21 eV
Region Fermi level above Ev: 0.461 eV
Charged/neutral, layer: 8.94
Charged/neutral, region: 0.351
Enhancement k: 7.358
Upper limit p_layer/p_region: 25.50
k, region with 1e15 cm^-3 donors instead: 7.363
k from Poisson and flux, D0/D+ = 0.1: 7.359
k from Poisson and flux, D0/D+ = 10: 7.358
Junction potential step: 0.251 V
Screening length, layer: 2.24 nm
Screening length, region: 7.99 nm
At 700 K: k = 47.1; with pairs = 819
At 900 K: k = 7.36; with pairs = 19.5
At 1100 K: k = 2.34; with pairs = 3.12
At 1300 K: k = 1.36; with pairs = 1.51
Region thickness: 10 um
Layer thickness: 700 um
Iron diffusivity: 1.77e-07 cm^2/s
Region metal / start after 10 s: 0.208
Region metal / start after 600 s: 0.1423
Short-time law at 600 s: 0.1423
Region metal / start at equilibrium: 0.1376
Same, 1 um layer on 180 um region: 0.966
k with Fermi-Dirac carriers: 7.515
k with isolated acceptors (0.045 eV, weight 4): 5.64
Donor level if scaled with gap: 0.3 eV
k with scaled donor level: 3.71
k with charged/neutral weight ratio 4: 15.3
Screening energy in layer: 0.0275 eV
k with layer level lowered by this: 5.38
k with layer level raised by this: 10.2
Metal density in layer for charge check: 1e+13 cm^-3
Relative change of k from metal charge: 6.9e-07
Interstitial site density: 5e+22 cm^-3
Iron-boron binding energy: 0.60 eV
Pairs per free ion in layer: 1.83
k with pairs: 19.5
```
